\section*{Electron-Hole Friction: Baber Resistivity and Its Saturation}

\section{Friction between electrons and holes}

Suppose that a conductor with electrons and holes shows a resistivity $\rho_0+AT^2$ at low temperature, and that the $T^2$ term comes from collisions between the two kinds of carrier. Extending this law to higher temperature can fail badly even while both gases remain degenerate. In the idealised example worked out below, with half as many holes as electrons, the extension to a thermal energy of $0.03$ eV overestimates the resistivity of the model by a factor of five. With equal densities the same extension stays within about 3\% of the resistivity of the model. The difference lies in momentum conservation: electron-hole collisions can stop relative motion of the two fluids, but not their common drift.

\subsection{Force balance}

We use atomic units, $\hbar=e=m_e=1$, and write $T$ for the thermal energy $k_BT$. Electrons have density $n$, mass $m_1$, charge $-1$ and drift velocity $v_1$; holes have density $p$, mass $m_2$, charge $+1$ and drift velocity $v_2$. If $n\neq p$, a fixed background charge keeps the sample neutral; we take it as uniform, so that it does not scatter the carriers. Both bands are isotropic and parabolic, and the field $E$ is uniform and constant.

Impurities remove momentum at the rates $1/\tau_1$ and $1/\tau_2$, taken independent of energy and temperature. The drag forces per volume are $a_1v_1$ and $a_2v_2$, with
\begin{equation}
a_1=\frac{nm_1}{\tau_1},\qquad a_2=\frac{pm_2}{\tau_2}.
\label{drag}
\end{equation}
Electron-hole collisions exert a force density $-\eta(v_1-v_2)$ on the electrons and the opposite force on the holes. Collisions within one fluid conserve its momentum, since we exclude umklapp processes, and so do not appear. Phonons and recombination are also left out. In the steady state the forces on each fluid cancel:
\begin{align}
(a_1+\eta)v_1-\eta v_2&=-nE,\label{bal1}\\
-\eta v_1+(a_2+\eta)v_2&=pE.\label{bal2}
\end{align}
The determinant of this system is
\begin{equation}
D=(a_1+\eta)(a_2+\eta)-\eta^2=a_1a_2+\eta(a_1+a_2),
\end{equation}
and Cramer's rule gives
\begin{align}
v_1&=\frac{-n(a_2+\eta)+\eta p}{D}E=-\frac{na_2+\eta(n-p)}{D}E,\label{v1}\\
v_2&=\frac{p(a_1+\eta)-\eta n}{D}E=\frac{pa_1-\eta(n-p)}{D}E.\label{v2}
\end{align}
The current density is $j=-nv_1+pv_2$. The friction terms in its numerator combine as $n\eta(n-p)-p\eta(n-p)=\eta(n-p)^2$. With
\begin{equation}
S_0=n^2a_2+p^2a_1,
\end{equation}
the resistivity $\rho=E/j$ is therefore
\begin{equation}
\rho=\frac{a_1a_2+\eta(a_1+a_2)}{S_0+\eta(n-p)^2}.
\label{rho}
\end{equation}

\subsection{Equal and unequal densities}

For $n=p$ we have $S_0=n^2(a_1+a_2)$, and the friction term in the denominator vanishes. Equation \eqref{rho} becomes
\begin{equation}
\rho=\frac{a_1a_2}{n^2(a_1+a_2)}+\frac{\eta}{n^2}.
\label{comp}
\end{equation}
In this description, with one drift velocity per fluid, friction adds to the impurity resistivity, its contribution does not depend on the impurities, and it grows without bound as $\eta$ grows. The additivity is not exact once the drift is allowed to depend on energy within each fluid. If $\eta\propto T^2$, this is the Baber resistivity.

For $n\neq p$, define
\begin{equation}
\rho_0=\frac{a_1a_2}{S_0},\qquad
\rho_\infty=\frac{a_1+a_2}{(n-p)^2},\qquad
\eta_*=\frac{S_0}{(n-p)^2}.
\label{defs}
\end{equation}
Dividing the numerator and denominator of \eqref{rho} by $(n-p)^2$, and using $a_1a_2/(n-p)^2=\rho_0\eta_*$, we find
\begin{equation}
\rho=\frac{\rho_0\eta_*+\rho_\infty\eta}{\eta_*+\eta}
=\rho_0+(\rho_\infty-\rho_0)\frac{\eta}{\eta+\eta_*}.
\label{sat}
\end{equation}
The resistivity starts at $\rho_0$, is halfway to its limit at $\eta=\eta_*$, and saturates at $\rho_\infty$. By \eqref{drag}, this limit is proportional to the impurity rates.

The initial slope follows by differentiating \eqref{rho} at $\eta=0$:
\begin{align}
\left.\frac{d\rho}{d\eta}\right|_0
&=\frac{(a_1+a_2)(n^2a_2+p^2a_1)-a_1a_2(n-p)^2}{S_0^2}\nonumber\\
&=\frac{n^2a_2^2+p^2a_1^2+2np\,a_1a_2}{S_0^2}
=\frac{(na_2+pa_1)^2}{S_0^2}.
\label{slope}
\end{align}
In the second line the terms $n^2a_1a_2$ and $p^2a_1a_2$ have cancelled. The slope is positive, and by \eqref{sat} it equals $(\rho_\infty-\rho_0)/\eta_*$, so $\rho_\infty>\rho_0$. A $T^2$ rise at low temperature thus occurs for unequal densities too; it is the continuation of the rise that fails.

\subsection{Why common drift sets the limit}

The power dissipated per volume is
\begin{equation}
W=a_1v_1^2+a_2v_2^2+\eta(v_1-v_2)^2.
\label{diss}
\end{equation}
Let us minimise $W$ at fixed current by making $W-2\lambda(-nv_1+pv_2-j)$ stationary. The derivatives with respect to $v_1$ and $v_2$ give
\begin{equation}
a_1v_1+\eta(v_1-v_2)=-\lambda n,\qquad
a_2v_2-\eta(v_1-v_2)=\lambda p.
\end{equation}
These are \eqref{bal1} and \eqref{bal2} with $\lambda=E$. Since $W$ is a positive quadratic form, the stationary point is the minimum. Multiplying the two equations by $v_1$ and $v_2$ and adding them gives $W=Ej=\rho j^2$. Hence $\rho$ is the least dissipation at unit current, and any other velocities carrying that current give an upper bound.

For $n\neq p$ we may try $v_1=v_2=v$. The current is $j=-(n-p)v$, friction does no work, and $W=(a_1+a_2)j^2/(n-p)^2$. Therefore $\rho\le\rho_\infty$ however strong the friction is. For $n=p$ a common drift carries no current: $j=n(v_2-v_1)$ fixes the relative velocity, and friction dissipates $\eta j^2/n^2$ whatever the impurities do.

The approach to common drift is visible in the hole velocity. Take $n>p$. By \eqref{v1} the electrons always move against the field. By \eqref{v2} the holes move along the field for weak friction but reverse when
\begin{equation}
\eta>\frac{pa_1}{n-p}.
\label{reverse}
\end{equation}
Beyond this point the electrons drag the holes along, and the hole current opposes the total current.

\subsection{The clean limit}

Without impurities the equations of motion are
\begin{equation}
nm_1\dot v_1=-nE-\eta w,\qquad pm_2\dot v_2=pE+\eta w,\qquad w=v_1-v_2.
\label{motion}
\end{equation}
Dividing each by its mass density and subtracting, we obtain
\begin{equation}
\dot w=-E\left(\frac1{m_1}+\frac1{m_2}\right)-\Gamma w,\qquad
\Gamma=\eta\left(\frac1{nm_1}+\frac1{pm_2}\right).
\end{equation}
The relative velocity settles to a constant in a time of order $1/\Gamma$. For $n=p$ this constant is $w=-nE/\eta$, and the steady current is $j=-nw=n^2E/\eta$, in agreement with \eqref{comp}.

Adding the equations in \eqref{motion} gives $nm_1\dot v_1+pm_2\dot v_2=-(n-p)E$. Once $w$ is constant, $\dot v_1=\dot v_2$, and so
\begin{equation}
\frac{dj}{dt}=-(n-p)\dot v_1=\frac{(n-p)^2}{nm_1+pm_2}E.
\end{equation}
For $n\neq p$ the current grows steadily, which is why $\rho_\infty$ must vanish with the impurity rate. The two limits do not commute: removing the impurities at fixed $n\neq p$ gives $\rho\to0$, whereas setting $n=p$ first gives $\rho\to\eta/n^2$.

\subsection{Friction from two-body collisions}

It remains to find how $\eta$ depends on temperature. We assume that each fluid is a Fermi distribution displaced by its drift, $f_i(\mathbf k-m_i\mathbf v_i)$, and neglect further deformation. Electrons and holes are treated as distinguishable, with an interaction of Fourier transform $U_q$ in the Born approximation. The sign of $U_q$ drops out.

In a collision an electron gains momentum $\mathbf q$ and a hole loses it. For each fluid at rest, in volume $V$, define
\begin{equation}
S_i(q,\omega)=\frac2V\sum_{\mathbf k}f_i(\varepsilon_{\mathbf k})\left[1-f_i(\varepsilon_{\mathbf k+\mathbf q})\right]
\delta(\omega-\varepsilon_{\mathbf k+\mathbf q}+\varepsilon_{\mathbf k}),
\label{S}
\end{equation}
where the 2 counts spin. The golden rule has matrix element $U_q/V$. Writing the energy delta function as an integral over the energy $\omega$ given to the electron, we get the force density on the electrons
\begin{equation}
\mathbf F=2\pi\int\!\frac{d^3q}{(2\pi)^3}\,\mathbf q|U_q|^2\!\int\! d\omega\,
S_1(q,\omega-\mathbf q\cdot\mathbf v_1)S_2(q,-\omega+\mathbf q\cdot\mathbf v_2).
\end{equation}
The shifts arise because, with $\mathbf k=\mathbf k'+m_i\mathbf v_i$, the energy change of a particle receiving $\mathbf q$ is that of $\mathbf k'$ plus $\mathbf q\cdot\mathbf v_i$; the hole receives $-\mathbf q$. Now shift $\omega$ by $\mathbf q\cdot\mathbf v_1$ and set $\mathbf u=\mathbf v_1-\mathbf v_2$, $x=\mathbf q\cdot\mathbf u$. The frequency integral becomes
\begin{equation}
G(x)=\int d\omega\,S_1(q,\omega)S_2(q,-\omega-x).
\end{equation}
The Fermi function obeys $f/(1-f)=e^{-(\varepsilon-\mu)/T}$. Comparing each transition with its reverse in \eqref{S} gives detailed balance, $S_i(q,-\omega)=e^{-\omega/T}S_i(q,\omega)$. Replacing $\omega$ by $-\omega$ in $G(-x)$, we find
\begin{align}
G(-x)&=\int d\omega\,S_1(q,-\omega)S_2(q,\omega+x)\nonumber\\
&=\int d\omega\,e^{-\omega/T}S_1(q,\omega)\,e^{(\omega+x)/T}S_2(q,-\omega-x)=e^{x/T}G(x).
\end{align}
Because $\mathbf q$ is odd, only the odd part $[G(x)-G(-x)]/2$ contributes to $\mathbf F$. To first order in $\mathbf u$,
\begin{equation}
\mathbf F=\pi\!\int\!\frac{d^3q}{(2\pi)^3}\mathbf q|U_q|^2(1-e^{x/T})G(x)
\simeq-\frac{\pi}{T}\!\int\!\frac{d^3q}{(2\pi)^3}\mathbf q(\mathbf q\cdot\mathbf u)|U_q|^2G(0).
\end{equation}
The angular average of $\mathbf q(\mathbf q\cdot\mathbf u)$ is $q^2\mathbf u/3$. Since $\mathbf F=-\eta\mathbf u$,
\begin{equation}
\eta=\frac{\pi}{3T}\int\frac{d^3q}{(2\pi)^3}\,q^2|U_q|^2
\int d\omega\,S_1(q,\omega)S_2(q,-\omega).
\label{eta}
\end{equation}

\subsection{The $T^2$ law}

Detailed balance also gives $f(1-f')=(f-f')/(1-e^{-\omega/T})$, where $f'$ is the final occupation. In \eqref{S} the delta function fixes the component of $\mathbf k$ along $\mathbf q$ at $k_\parallel=m_i\omega/q-q/2$ and supplies a factor $m_i/q$. For the transverse part, $k_\perp dk_\perp=m_i\,d\varepsilon$. The prefactor is $2(2\pi)/(2\pi)^3=1/(2\pi^2)$, and
\begin{equation}
S_i=\frac{m_i^2}{2\pi^2q(1-e^{-\omega/T})}
\int_{\varepsilon_-}^{\varepsilon_-+\omega}f_i(\varepsilon)\,d\varepsilon,\qquad
\varepsilon_-=\frac{k_\parallel^2}{2m_i}.
\label{Sexact}
\end{equation}
The window of integration is centred at $q^2/8m_i+m_i\omega^2/2q^2$. The relevant $\omega$ are of order $T$. For $T$ far below the Fermi energy, the window lies in the filled states if $q$ is below twice the Fermi wave number, and in the empty states if $q$ is above it. Exceptions are confined to $q$ near zero and near the upper edge, in ranges that shrink with $T$. To leading order the integral in \eqref{Sexact} is thus $\omega$ or zero. With $y=\omega/T$ and $(1-e^{-y})(1-e^y)=-4\sinh^2(y/2)$,
\begin{equation}
\int d\omega\,S_1(q,\omega)S_2(q,-\omega)=
\frac{m_1^2m_2^2T^3}{4\pi^4q^2}\int_{-\infty}^{\infty}\frac{y^2\,dy}{4\sinh^2(y/2)}.
\end{equation}
For $y>0$, $1/[4\sinh^2(y/2)]=\sum_{l\ge1}l\,e^{-ly}$. The last integral is therefore $2\sum_l l(2/l^3)=4\sum_l l^{-2}=2\pi^2/3$. Inserting this in \eqref{eta}, with $d^3q/(2\pi)^3\to q^2dq/(2\pi^2)$, gives
\begin{equation}
\eta=\frac{m_1^2m_2^2T^2}{36\pi^3}\int_0^Qq^2|U_q|^2dq,
\label{T2}
\end{equation}
where $Q$ is twice the smaller of the Fermi wave numbers $k_1=(3\pi^2n)^{1/3}$ and $k_2=(3\pi^2p)^{1/3}$.

For the Coulomb interaction in a medium of dielectric constant $\kappa$ we use static Thomas-Fermi screening. Each fluid responds with its density of states $m_ik_i/\pi^2$, so that
\begin{equation}
|U_q|=\frac{4\pi}{\kappa(q^2+s^2)},\qquad
s^2=\frac{4\pi}{\kappa}\,\frac{m_1k_1+m_2k_2}{\pi^2}.
\end{equation}
Integrating $q\cdot q/(q^2+s^2)^2$ by parts, we obtain $\eta=cT^2$ with
\begin{equation}
c=\frac{4m_1^2m_2^2}{9\pi\kappa^2}
\left[\frac{1}{2s}\arctan\frac Qs-\frac{Q}{2(Q^2+s^2)}\right].
\label{c}
\end{equation}
Together with \eqref{comp} this gives the Baber term $cT^2/n^2$. For $n\neq p$ the crossover $\eta=\eta_*$ lies at
\begin{equation}
T_*=\sqrt{\frac{\eta_*}{c}}=\frac{1}{|n-p|}\sqrt{\frac{S_0}{c}}.
\label{Tstar}
\end{equation}
Saturation can develop within the $T^2$ regime if $T_*$ is well below both Fermi energies and also well below $sk_1/m_1$ and $sk_2/m_2$. The second condition matters when screening is weak: momentum transfers $q\sim s$ then dominate, and the term $m_i\omega^2/2q^2$ in the position of the window must stay small compared with the Fermi energy. At fixed densities $S_0$ is proportional to the impurity rates, so low rates favour saturation. In a doped crystal, however, the dopants that supply the difference $n-p$ are themselves impurities, and the rates cannot be chosen freely. The density difference must be neither too small nor too extreme. As $n-p\to0$ at fixed impurity rates, $T_*$ diverges, and once it lies well above the Fermi energies the sample follows the Baber law throughout the degenerate range; the cleaner the sample, the closer the compensation this requires. As $p\to0$ at fixed $n$, $S_0\simeq n^2pm_2/\tau_2$ and $c\propto Q^3$ both fall in proportion to $p$, so $T_*$ tends to a constant while the hole Fermi energy vanishes, and $\rho_0$ and $\rho_\infty$ both tend to $a_1/n^2$.

\subsection{A model semimetal}

Take $n=0.001$ \AA$^{-3}$, masses $0.5$ and $0.8$, $\kappa=10$, and $\hbar/\tau=10^{-5}$ eV for both carriers. We compare $p=n$ with $p=n/2$. In the second case the uniform background holds $5\times10^{20}$ elementary charges per cm$^3$. If these were randomly placed, singly charged dopants, the Born approximation with the same screening would give
\begin{equation}
\frac1{\tau_i}=\frac{(n-p)m_ik_i}{2\pi}\int_{-1}^{1}(1-z)|U_q|^2\,dz,\qquad q^2=2k_i^2(1-z),
\end{equation}
or $\hbar/\tau$ of about $0.013$ eV for the electrons and $0.028$ eV for the holes. These rates are over a thousand times the one assumed here; they would raise $T_*$ above the hole Fermi energy, and the plateau would not be reached. The example therefore illustrates the mechanism and does not describe a chemically doped crystal. The smallest Fermi energy is that of the holes: $0.456$ eV for $p=n$ and $0.287$ eV for $p=n/2$. Resistivities are given as the length $\rho e^2/\hbar$.

For $p=n$, equation \eqref{c} gives $c/\hbar=1.574\times10^{-5}$ \AA$^{-5}$\,eV$^{-2}$. Dividing by $n^2=10^{-6}$ \AA$^{-6}$ gives a Baber coefficient of $15.74$ \AA\,eV$^{-2}$. At $T=0.03$ eV,
\begin{equation}
\frac{\rho e^2}{\hbar}=0.00040+15.74\,(0.03)^2=0.0146\ \text{\AA},
\end{equation}
or $0.60\ \mu\Omega$\,cm, which is 36 times the impurity value.

For $p=n/2$, $c/\hbar=1.432\times10^{-5}$ \AA$^{-5}$\,eV$^{-2}$, so $\eta/\hbar=1.289\times10^{-8}$ \AA$^{-5}$ at the same temperature. With $\eta_*/\hbar=0.276\times10^{-8}$ \AA$^{-5}$, the fraction in \eqref{sat} is $1.289/(1.289+0.276)=0.824$, and
\begin{equation}
\frac{\rho e^2}{\hbar}=0.00050+(0.00472-0.00050)(0.824)=0.0040\ \text{\AA}.
\end{equation}
This is $0.16\ \mu\Omega$\,cm, or 84\% of the limit $\rho_\infty=0.19\ \mu\Omega$\,cm. The initial slope, $21.95$ \AA\,eV$^{-2}$, would have given $0.00050+21.95(0.03)^2=0.0203$ \AA, five times too much.

The temperature dependence, with $\rho e^2/\hbar$ in $10^{-3}$ \AA, is as follows.
\begin{center}
\begin{tabular}{cccc}
$T$ (eV) & $\rho$, $p=n$ & $\rho$, $p=n/2$ & $v_2/v_1$, $p=n/2$\\
0.005 & 0.80 & 0.99 & $-0.21$\\
0.010 & 1.98 & 1.94 & $+0.31$\\
0.020 & 6.70 & 3.35 & $+0.75$\\
0.030 & 14.57 & 3.98 & $+0.88$
\end{tabular}
\end{center}
At the lowest temperature the sample with unequal densities has the larger resistivity, because both its $\rho_0$ and its initial slope are larger. The order changes near $0.01$ eV, as saturation sets in; here $T_*=0.014$ eV. The holes reverse at $0.0068$ eV, in accordance with \eqref{reverse}, and at $0.03$ eV they move at 88\% of the electron velocity.

The role of impurities appears when both impurity rates are reduced tenfold at $0.03$ eV. For $p=n$ the resistivity falls from $0.0146$ to $0.0142$ \AA. For $p=n/2$ it falls from $0.0040$ to $0.00046$ \AA, nearly in proportion to the impurity rate.

At this temperature the full thermal integral \eqref{eta}, with the same static screening, is 3.4\% below the $T^2$ law for $p=n$ and 2.6\% below it for $p=n/2$. The resistivity changes by about 3\% in the first case but by 0.4\% in the second, since near saturation it depends weakly on $\eta$. These figures measure the low-temperature expansion, not the Born, screening or displaced-distribution approximations. A deformation of the distributions beyond the rigid displacement gives the least-dissipation principle more freedom, so it can only lower the resistivity. Phonons that pass momentum on to the lattice add to the drags $a_1$ and $a_2$. This raises the resistivity in both cases, but it matters most for $n\neq p$, where $\rho_\infty$ is proportional to $a_1+a_2$: the plateau is lost once the temperature-dependent phonon drag is comparable with that of the impurities. The table runs from about 60 K to about 350 K, and $T_*$ is about 160 K. Above the Bloch-Gr\"uneisen temperature the phonon rate is $\hbar/\tau\approx2\pi\lambda T$, with $\lambda$ the electron-phonon coupling constant; even $\lambda=0.01$ gives nearly $10^{-3}$ eV at $T_*$, far above the assumed $10^{-5}$ eV. In a real sample this clean, phonons that relax to the lattice would remove the plateau before it forms, so the numbers above describe the phonon-free model only.

The numerical check tests the resistivity by minimising the dissipation, and the friction integral against a Monte Carlo sum over two-body collisions.

\section*{Values computed for the example and the checks}
\begin{verbatim}
masses (electron, hole): 0.5, 0.8 m_e; kappa = 10
electron density n = 0.0010 A^-3
impurity rate hbar/tau, both carriers = 1.0e-05 eV
--- compensated: p = 0.0010 A^-3
k_F electron, hole = 0.3094, 0.3094 A^-1
E_F electron, hole = 0.7293, 0.4558 eV
screening wave number s = 0.3111 A^-1
c/hbar = 1.5744e-05 A^-5 eV^-2
rho0 e^2/hbar = 4.0380e-04 A
initial T^2 slope = 15.744 A eV^-2
--- unequal: p = 0.0005 A^-3
k_F electron, hole = 0.3094, 0.2455 A^-1
E_F electron, hole = 0.7293, 0.2871 eV
screening wave number s = 0.2907 A^-1
c/hbar = 1.4322e-05 A^-5 eV^-2
rho0 e^2/hbar = 4.9994e-04 A
initial T^2 slope = 21.954 A eV^-2
--- unequal densities: saturation
rho_inf e^2/hbar = 4.7244e-03 A
rho_inf = 0.1941 microohm cm
crossover eta*/hbar = 2.7559e-09 A^-5
kT at eta = eta*: 0.01387 eV
kT where holes reverse: 0.00677 eV
--- T^2 friction: kT (eV), rho e^2/hbar (A) comp., unequal, v_h/v_e unequal
0.005  7.9741e-04  9.8569e-04  -0.212
0.010  1.9782e-03  1.9446e-03  +0.313
0.020  6.7016e-03  3.3523e-03  +0.748
0.030  1.4574e-02  3.9803e-03  +0.878
--- at kT = 0.03 eV
compensated: rho = 0.5987 microohm cm
compensated: rho/rho0 = 36.09
compensated: rho e^2/hbar, tau x 10 = 1.4210e-02 A
compensated: rho e^2/hbar, full thermal eta = 1.4090e-02 A
unequal: rho = 0.1635 microohm cm
unequal: rho/rho0 = 7.96
unequal: rho e^2/hbar, tau x 10 = 4.6360e-04 A
unequal: rho e^2/hbar, full thermal eta = 3.9642e-03 A
unequal: rho/rho_inf = 0.842
--- full thermal eta / T^2 law: kT (eV), comp., unequal
0.001  0.9991  1.0000
0.010  0.9903  0.9977
0.030  0.9658  0.9743
Monte Carlo / quadrature eta at kT = 0.05 eV: 0.9977
relative statistical error: 0.0028
\end{verbatim}
